The two-layer ONIOM energy, its gradient and the substituent-value test

A large molecule reacts at one end, and an accurate method is affordable for that end alone. Before a two-layer calculation is started, two choices must be made: where to cut the molecule, and which cheap method to trust with the rest. The substituent value gives the error of a given pair of choices wherever the accurate method can also treat the whole molecule, and so serves as a test on small analogues of the target. It compares how two methods describe the effect of the part that was cut away.

**1. Four energies and one missing corner**

Let R denote the real system, meaning the whole molecule, and M the model system, a smaller molecule containing the reacting part. Where the cut crosses a covalent bond, M is closed by a hydrogen atom, the link atom. Let H and L denote the high and low methods. Each energy E_X(Y), for method X and system Y, is a total energy at fixed nuclei, nuclear repulsion included.

Of the four energies, E_H(R) is wanted and unaffordable. Changing the size at fixed method defines the substituent value

S_X = E_X(R) − E_X(M), X = H or L. (1)

It is the energy of replacing the link hydrogen by the group that was removed. From (1), with no approximation,

E_H(R) = E_H(M) + S_H. (2)

Adding and subtracting S_L gives

E_H(R) = E_H(M) + S_L + X_c, X_c = S_H − S_L. (3)

Written out from (1), the last term is

X_c = E_H(R) − E_H(M) − E_L(R) + E_L(M). (4)

This is the mixed second difference of the energy in size and method. The two-layer ONIOM energy sets it to zero. With S_L inserted from (1),

E_ON = E_L(R) + E_H(M) − E_L(M). (5)

The same expression can be read as a large-system calculation corrected by the method change E_H(M) − E_L(M), or as a good small-system calculation corrected by the size change S_L. Subtracting (3) from (5) gives the error relative to the high method on the real system:

E_ON − E_H(R) = −X_c = S_L − S_H. (6)

Three limits follow. If L is the same method as H, the error vanishes. If M is the whole molecule and no link atom is needed, it vanishes again. It also vanishes if the energy is a function of size plus a function of method, because each function then cancels in (4). Neither the size effect nor the method effect has to be small; what must be small is the change of one caused by the other.

Equation (5) describes the coupling between the layers at the low level, since only E_L(R) contains both. The model calculation here is done in vacuum, without the charges of the removed part. Nothing in (6) measures the error of H itself against experiment.

**2. The error as a cross response**

Suppose a smooth function E(s,λ) joins the four corners, with s running from M to R and λ from L to H, each from 0 to 1. Integrating its mixed derivative first over s and then over λ gives

∫₀¹dλ ∫₀¹ds ∂²E/∂s∂λ = ∫₀¹dλ [∂E/∂λ(1,λ) − ∂E/∂λ(0,λ)]
= E(1,1) − E(1,0) − E(0,1) + E(0,0) = X_c. (7)

The final equality is (4) with the corners named. More can be said when s and λ are parameters of a Hamiltonian h(s,λ) acting in one fixed space, with real states |k⟩ and a nondegenerate ground state |0⟩. This is a model of the situation: Hartree–Fock and second-order perturbation theory are not two Hamiltonians of that kind, and R and M have different numbers of electrons.

For a normalized ground state the Hellmann–Feynman theorem gives ∂E₀/∂λ = ⟨0|∂_λh|0⟩. Differentiating with respect to s,

∂²E₀/∂s∂λ = ⟨0|∂_s∂_λh|0⟩ + 2⟨0|∂_λh|∂_s0⟩. (8)

The factor 2 comes from the bra and the ket, which contribute equally for real states. To find |∂_s0⟩, differentiate h|0⟩ = E₀|0⟩ and project on an excited state ⟨k|. The term with ∂_sE₀ drops out because ⟨k|0⟩ = 0, which leaves

⟨k|∂_sh|0⟩ + E_k⟨k|∂_s0⟩ = E₀⟨k|∂_s0⟩,
⟨k|∂_s0⟩ = ⟨k|∂_sh|0⟩/(E₀ − E_k). (9)

Normalization of a real state makes ⟨0|∂_s0⟩ = 0, so the excited states suffice to expand |∂_s0⟩. Inserting (9) in (8),

∂²E₀/∂s∂λ = ⟨0|∂_s∂_λh|0⟩ + 2 Σ_k ⟨0|∂_sh|k⟩⟨k|∂_λh|0⟩/(E₀ − E_k), k ≠ 0. (10)

Within this model, a term of the sum is large when the substituent and the change of method both couple the ground state to the same low-lying excitation; terms of opposite sign may partly cancel. This suggests caution with a cut through a conjugated system, where low-lying excitations extend across the cut, although that case is not tested here.

A two-site, two-electron model shows the effect. The singlet basis consists of both electrons on site 1, one on each site, and both on site 2. The diagonal energies are U − δ, 0 and U + δ, and neighbouring basis states are coupled by −√2 t. The substituent changes δ from 1 to 2 eV, the method changes U from 2 to 4 eV, and t = 1 eV. These changes enter additively, so the first term of (10) is zero. The extrapolated energy is −1.140 eV and the directly diagonalized one is −0.962 eV, an error of −0.178 eV. Integrating (10) over the rectangle of δ and U gives X_c = +0.178 eV, minus the error as (6) requires, and the numerical check tests this agreement.

The sign has a simple origin. Here ∂E₀/∂U is the weight W of the two doubly occupied states, so X_c is the integral over U of W(δ = 2 eV) − W(δ = 1 eV). Since X_c = +0.178 eV over a range of 2 eV, the larger offset raises W by 0.09 on average. A larger U therefore costs more in the real system than in the model, and the extrapolation, which uses the model's cost, comes out too low.

**3. Placing the link atom**

Let atom 1 be the kept atom of the cut bond and atom 2 the removed one, at R₁ and R₂. A link atom with free coordinates would add three variables that the real molecule does not have. Its position R_l is therefore made a function of R₁ and R₂. The first rule uses a constant ratio g:

R_l = R₁ + g(R₂ − R₁). (11)

The link atom lies on the cut bond, and g is chosen so that its distance from atom 1 is a sensible bond length to hydrogen. The derivatives are 3 × 3 blocks,

∂R_l/∂R₁ = (1 − g)I, ∂R_l/∂R₂ = gI, (12)

where I is the unit matrix. All other model atoms coincide with real atoms. The Jacobian J of the model coordinates with respect to the real ones thus has a unit block for each kept atom and the two blocks (12) in the rows of the link atom.

**4. The gradient**

Define the difference of the model gradients for each model atom m, the link atom included:

D_m = ∇_m[E_H(M) − E_L(M)]. (13)

In (5), E_L(R) depends on the real coordinates directly and the other two terms depend on them through the model coordinates. The chain rule gives

∇E_ON = ∇E_L(R) + JᵀD. (14)

Atom by atom, with D_l the link-atom entry of D,

atom 1: ∇₁E_ON = ∇₁E_L(R) + D₁ + (1 − g)D_l,
atom 2: ∇₂E_ON = ∇₂E_L(R) + gD_l,
other kept atoms: ∇_aE_ON = ∇_aE_L(R) + D_a,
other removed atoms: ∇_aE_ON = ∇_aE_L(R). (15)

Forces are the negatives of these gradients.

The sharing of D_l conserves momentum. Each separate energy is unchanged by translation, so the gradients of E_L(R) sum to zero, and so do the D_m with D_l included. In (15), D_l enters with total weight (1 − g) + g = 1, so the full gradient sums to zero as well. If the link term were dropped, the sum would be −D_l: a free molecule would feel a net force.

Rotation works in the same way. Each separate energy has zero total torque. The two shares of D_l contribute

R₁×(1 − g)D_l + R₂×gD_l = [R₁ + g(R₂ − R₁)]×D_l = R_l×D_l, (16)

which is the torque of D_l acting at the link atom itself, as the balance for the model requires.

**5. A fixed link distance gives another surface**

The second rule keeps the link atom at a constant distance d from atom 1. Let b = R₂ − R₁, r = |b| and u = b/r. Then

R_l = R₁ + du. (17)

Since ∂r/∂b = uᵀ, the derivative of u = b/r is I/r − buᵀ/r² = (I − uuᵀ)/r. The blocks become

∂R_l/∂R₂ = B, ∂R_l/∂R₁ = I − B, B = (d/r)(I − uuᵀ). (18)

They again add to I, so the net force vanishes. For the torque, note that B is symmetric and u×u = 0, so that ru×BD_l = du×D_l. The two shares then give

R₁×(I − B)D_l + R₂×BD_l = R₁×D_l + ru×BD_l = (R₁ + du)×D_l = R_l×D_l. (19)

The matrix I − uuᵀ removes the component along the bond: stretching the cut bond by moving atom 2 leaves a link atom at fixed distance where it is. Under (11) the link atom follows with the fraction g. If d = gr at one geometry, the two rules give the same energy there. Their slopes for moving atom 2 along u differ by

uᵀ(gI − B)D_l = g u·D_l. (20)

An energy from one rule must therefore not be combined with a gradient from the other.

The ratio g is itself a choice. At fixed real geometry, E_L(R) does not depend on it, and (11) gives ∂R_l/∂g = R₂ − R₁. Hence

∂E_ON/∂g = (R₂ − R₁)·D_l. (21)

What matters is the difference between the two methods' link-atom gradients, not the size of either. The same g should be used for all states of a process; otherwise the change of g adds a spurious energy, given to first order by (21). A common g does not drop out of an energy difference either, since D_l differs from state to state; the difference depends on g through the difference of (21) between the states.

**6. Numbers for the gradient**

Take ethylamine, CH₃-CH₂-NH₂, in an idealized staggered geometry that is not a minimum. The C–C bond of 1.53 Å is cut, CH₃ is replaced by hydrogen, and the model is methylamine. A link C–H distance of 1.09 Å gives g = 1.09/1.53 = 0.7124. The high method is MP2/6-31G with all electrons correlated, and the low method is HF/STO-3G.

The component of D_l along the bond is −0.00644 hartree/bohr. Without the link term, the slope for moving the removed carbon outward along the bond is −0.01019 hartree/bohr. By (15) the ratio rule adds g u·D_l:

−0.01019 + 0.7124 × (−0.00644) = −0.01478 hartree/bohr. (22)

A finite difference of the full ONIOM energy also gives −0.01478. With the fixed-distance rule the slope is −0.01019, equal to the value without the link term, because B has no component along the bond. This does not make it safe to drop the term: under the fixed-distance rule the bond component of D_l belongs entirely to the kept carbon. The dropped version has a net gradient of 0.0064 hartree/bohr, the magnitude of D_l.

For the ratio, (21) gives ∂E_ON/∂g = −0.0186 hartree. For a rise of g by 0.01 the first-order change of this total energy is −0.00019 hartree, or −0.5 kJ/mol; the curvature is not negligible at this step, and the full change is about −0.00024 hartree, or −0.6 kJ/mol. The numerical check tests (14) for both rules, the vanishing net force and torque, and (21).

**7. The substituent-value test for a process**

Chemistry needs energy differences. Let Δ denote the same combination of states for every method and size, for example products minus reactants. Applying Δ to (6),

ΔE_ON − ΔE_H(R) = ΔS_L − ΔS_H. (23)

A mismatch S_L − S_H that is the same in all states cancels, however large it is. The test consists in computing both sides of this comparison on molecules small enough for the high method to treat R, but containing the same cut and the same kind of substituent as the large target. For these molecules (23) is the actual error. Carrying it over to the target is an inference, and it is weakened by any interaction that the small molecules lack.

The same error can be regrouped by method. Let e_Y = ΔE_L(Y) − ΔE_H(Y) be the error of the low method alone for system Y, relative to the high method. Inserting (1) in (23) gives

ΔE_ON − ΔE_H(R) = e_R − e_M. (24)

ONIOM improves on the low method alone if |e_R − e_M| < |e_R|. Squaring both sides and cancelling e_R² gives

e_M² − 2e_Re_M < 0, or e_M(e_M − 2e_R) < 0. (25)

So e_M must lie strictly between 0 and 2e_R. If the low method errs in opposite directions for model and real system, the high-level correction makes the result worse.

**8. Worked example: proton affinities**

Consider X-CH₂-NH₂ with X = CH₃, CH₂F and CF₃, in idealized staggered geometries. The nitrogen lone pair is anti to the C–C bond, and for CH₂F the fluorine is anti to the nitrogen. All numbers below belong to these conformers; those for the fluorinated groups change considerably with conformation, and the comparisons cannot be assumed for other conformers. The vertical proton affinity is

A = E(neutral) − E(cation), (26)

with the nuclei of the neutral molecule held in place when the proton is added. The proton is placed along the lone-pair direction at 1.02 Å from nitrogen, the length of the other N–H bonds. The bare proton has no electronic energy. Zero-point and thermal terms are omitted. The 6-31G basis is small, so the numbers test the extrapolation rather than predict measured affinities. They are not converged in the basis: with 6-31G* the model affinity falls by about 20 kJ/mol for MP2 (to 948.5) and by about 16 kJ/mol for HF (to 953.8), so the gap between HF and MP2 in the same basis grows from 1.3 to 5.3 kJ/mol. The values below hold for the stated bases only.

For ethylamine with HF/STO-3G as the low method, (5) gives, in hartree,

neutral: −132.61199 − 95.37338 + 94.03058 = −133.95479,
cation: −133.04255 − 95.74235 + 94.45565 = −134.32925. (27)

The high-level real energies are −134.48661 and −134.85889. The errors of the total energies are thus 0.53182 and 0.52965 hartree, which is useless accuracy for a total energy. Their difference is 0.00217 hartree, or 5.7 kJ/mol, and this is the error of the affinity. It depends on the link ratio: raising g by 0.01 in both states lowers it by about 0.4 kJ/mol (by 0.03 kJ/mol when HF/6-31G is the low method).

The model affinity is 968.7 kJ/mol with MP2/6-31G, 1116.0 with HF/STO-3G and 970.0 with HF/6-31G. In (24) the model errors are therefore e_M = 147.3 kJ/mol for HF/STO-3G and 1.3 kJ/mol for HF/6-31G. The high-level substituent values, as changes of the affinity in kJ/mol, are

CH₃: 977.4 − 968.7 = 8.7,
CH₂F: 931.8 − 968.7 = −36.9,
CF₃: 897.1 − 968.7 = −71.6. (28)

With HF/STO-3G as the low method, in kJ/mol:

CH₃: ΔS_L = 14.4, ONIOM error 5.7, low-only error 153.0
CH₂F: ΔS_L = −12.4, ONIOM error 24.5, low-only error 171.8
CF₃: ΔS_L = −40.8, ONIOM error 30.8, low-only error 178.1

For CF₃, for instance, (23) reads −40.8 − (−71.6) = 30.8. ONIOM removes most of the low method's error, because e_M = 147.3 is close to e_R in each case; condition (25) by itself guarantees only some improvement. What remains is small for CH₃ but not for the fluorinated groups, whose effect HF/STO-3G underestimates. Relative to |ΔS_H| the mismatch is 5.7/8.7 = 0.66 for CH₃, 24.5/36.9 = 0.66 for CH₂F and 30.8/71.6 = 0.43 for CF₃, so the small absolute error for CH₃ does not mean that its substituent value is well described. Neither the absolute nor the relative error found for one group can be assumed for another; each kind of substituent has to be tested.

With HF/6-31G as the low method:

CH₃: ΔS_L = 11.85, ONIOM error 3.15, low-only error 4.44
CH₂F: ΔS_L = −38.3, ONIOM error −1.4, low-only error −0.1
CF₃: ΔS_L = −82.3, ONIOM error −10.7, low-only error −9.4

The substituent values are closer to (28), and all three ONIOM errors are smaller in magnitude than with HF/STO-3G. Yet for CH₂F and CF₃ the ONIOM result is slightly worse than HF/6-31G alone. Equation (25) accounts for it: e_M is +1.3 kJ/mol while e_R is negative, so subtracting e_M increases the magnitude of the error. A value of e_M this small depends even in sign on the assumed geometry, such as the length of the new N–H bond, so which groups are improved and which are worsened holds for this geometry only. The very small low-only error for CH₂F lies between a positive value for CH₃ and a negative one for CF₃, and is no evidence that the method describes fluorine substitution well.

The example also shows a limit on what this partition can deliver. The kept atoms have the same positions and the cut bond the same length and direction in all three molecules, so the model is the same, and the model terms cancel when two substituents are compared:

A_ON(CF₃) − A_ON(CH₃) = A_L(CF₃) − A_L(CH₃). (29)

For HF/STO-3G both sides are −55.2 kJ/mol, whereas the high method gives 897.1 − 977.4 = −80.3 kJ/mol. The high-level model calculation has contributed nothing to the trend. If the question concerns differences among groups in the low layer, either the low method must describe them well or the cut must be moved outward so that the groups enter the model.

**9. Using the result**

The tolerance for ΔS_L − ΔS_H is set by the accuracy the application needs. If the difference is too large, (23) leaves two remedies: a low method whose substituent value lies closer to the high one, or a larger model. The error vanishes when the model becomes the whole molecule, but the gain from an intermediate cut is not guaranteed and has to be tested in the same way. Agreement of the low method with the high one for the model alone is not a criterion, because e_M by itself does not determine e_R − e_M.

The test must cover the states that matter. A small error for protonation says nothing definite about a reaction barrier, where the charge distribution may change differently. Nor does a small energy error at one geometry guarantee good forces. At fixed link rule, differentiating (6) gives

∇E_ON − ∇E_H(R) = ∇(S_L − S_H), (30)

and a function can be small at a point where its slope is not. When geometries are to be optimized with (14), the substituent values should therefore be compared at several geometries along the motion of interest.

Values computed for the example and the checks

```
Two-site t, delta model/real: 1.0, 1.0/2.0 eV
Two-site U low/high: 2.0/4.0 eV
Two-site ONIOM energy: -1.139995 eV
Two-site high real energy: -0.962389 eV
Two-site ONIOM error: -0.177606 eV
Minus integrated cross response: -0.177606 eV
C-C, C-N, C-H: 1.53, 1.47, 1.09 angstrom
N-H, C-F: 1.02, 1.35 angstrom
Link ratio g: 0.712418 (no unit)
Gradient: ethylamine, MP2/6-31G : HF/STO-3G
ratio, move C2 on bond: formula -0.014781, numeric -0.014784 hartree/bohr
ratio, move C1 on bond: formula -0.004516, numeric -0.004513 hartree/bohr
ratio, move all atoms: formula -0.004447, numeric -0.004447 hartree/bohr
distance, move C2 on bond: formula -0.010194, numeric -0.010198 hartree/bohr
distance, move all atoms: formula -0.004143, numeric -0.004143 hartree/bohr
Link force dropped, C2 slope: -0.010194 hartree/bohr
Link force dropped, net gradient: 0.006439 hartree/bohr
Link gradient difference on bond: -0.006437 hartree/bohr
dE/dg: formula -0.01861, numeric -0.01861 hartree
Model affinity MP2/6-31G: 968.74 kJ/mol
Model affinity HF/6-31G: 970.03 kJ/mol
Model affinity HF/STO-3G: 1116.01 kJ/mol
neutral low real, low model: -132.611993, -94.030583 hartree
neutral high model, high real: -95.373376, -134.486607 hartree
neutral ONIOM, error: -133.954786, 0.531821 hartree
cation low real, low model: -133.042546, -94.455648 hartree
cation high model, high real: -95.742348, -134.858893 hartree
cation ONIOM, error: -134.329247, 0.529646 hartree
CH3 MP2/6-31G: affinity 977.44, S 8.70 kJ/mol
CH3 HF/STO-3G: affinity 1130.42, S 14.41 kJ/mol
  ONIOM 983.15, error 5.71, low-only error 152.98 kJ/mol
CH3 HF/6-31G: affinity 981.88, S 11.85 kJ/mol
  ONIOM 980.58, error 3.15, low-only error 4.44 kJ/mol
CH2F MP2/6-31G: affinity 931.84, S -36.90 kJ/mol
CH2F HF/STO-3G: affinity 1103.59, S -12.41 kJ/mol
  ONIOM 956.32, error 24.48, low-only error 171.75 kJ/mol
CH2F HF/6-31G: affinity 931.71, S -38.32 kJ/mol
  ONIOM 930.42, error -1.42, low-only error -0.13 kJ/mol
CF3 MP2/6-31G: affinity 897.11, S -71.62 kJ/mol
CF3 HF/STO-3G: affinity 1075.21, S -40.80 kJ/mol
  ONIOM 927.94, error 30.82, low-only error 178.09 kJ/mol
CF3 HF/6-31G: affinity 887.72, S -82.31 kJ/mol
  ONIOM 886.43, error -10.69, low-only error -9.39 kJ/mol
```
